\section*{Intertrap Spacing from the Subthreshold Slope of a Threshold Switch}

\section{Problem}

An amorphous film of thickness $u=30\,\mathrm{nm}$ is held at $T=300\,\mathrm{K}$. Below its switching threshold it carries the current
\begin{equation}
I=I_0\sinh(aV),
\label{eq:law}
\end{equation}
where $V$ is the voltage across the film alone. At high voltage, but still below threshold, a plot of the natural logarithm of $I$ against $V$ has the slope $S=6$ per volt. The current is attributed to thermally activated hops between neighbouring traps. What is the spacing $d$ between traps, and what must be assumed to obtain it?

The field is taken as uniform and the traps as equal in energy and equally spaced along the current. The number of carriers and the attempt rate are taken as independent of voltage. Let $e>0$ be the elementary charge and $F=V/u$ the force per charge that drives a carrier forward, so that the sign of the carrier plays no part. Lengths are in nm and energies in eV.

\section{First estimate by scaling}

The current of an activated process changes by a factor of order $\mathrm{e}=2.718\ldots$ when the relevant energy changes by $kT$. The field supplies an energy $eFd=eVd/u$ over one hop. A voltage change $1/S$ multiplies the current by $\mathrm{e}$, so
\begin{equation}
\frac{e\,d}{u}\,\frac{1}{S}\sim kT
\quad\Longrightarrow\quad
d\sim u\,\frac{kT}{e}\,S .
\end{equation}
With $kT/e=0.02585\,\mathrm{V}$,
\begin{equation}
d\sim(30\,\mathrm{nm})(0.02585\,\mathrm{V})(6\,\mathrm{V^{-1}})=4.65\,\mathrm{nm}.
\end{equation}
This argument gives the dependence on $u$, $T$ and $S$, but it cannot fix a numerical factor. It does not say what fraction of $eFd$ lowers the barrier.

\section{Exact solution of the hopping model}

\subsection{The current}

Place one trap at $x=0$ and the next at $x=d$. Let the barrier between them have height $E_b$ and a sharp top at the midpoint:
\begin{equation}
W(x)=E_b\left(1-\left|\frac{2x}{d}-1\right|\right).
\end{equation}
The field adds $-eFx$. To the left of the midpoint the total energy has slope $2E_b/d-eF$; to the right it has slope $-(2E_b/d+eF)$. As long as $eF<2E_b/d$, the first is positive and the second negative, so the top stays at $x=d/2$.

A forward hop starts at energy zero and must climb
\begin{equation}
B_+=W(d/2)-eF\frac d2=E_b-\frac{eFd}{2}.
\end{equation}
A backward hop starts from the next trap, whose energy is $-eFd$. It must climb
\begin{equation}
B_-=\left(E_b-\frac{eFd}{2}\right)-(-eFd)=E_b+\frac{eFd}{2}.
\end{equation}
With equal occupations and attempt rates, the net current is proportional to the difference of the two Boltzmann factors:
\begin{align}
I&\propto \exp\left(-\frac{B_+}{kT}\right)-\exp\left(-\frac{B_-}{kT}\right)\nonumber\\
&=\exp\left(-\frac{E_b}{kT}\right)
\left[\exp\left(\frac{eFd}{2kT}\right)-\exp\left(-\frac{eFd}{2kT}\right)\right]\nonumber\\
&=2\exp\left(-\frac{E_b}{kT}\right)\sinh\left(\frac{eFd}{2kT}\right).
\end{align}
Putting $F=V/u$ and comparing with Eq.~\eqref{eq:law} gives
\begin{equation}
a=\frac{e\,d}{2kTu}.
\label{eq:a}
\end{equation}

\subsection{The slope and the spacing}

Since $I_0$ does not depend on $V$,
\begin{equation}
\frac{d\ln I}{dV}=\frac{a\cosh(aV)}{\sinh(aV)}=a\coth(aV).
\label{eq:slope}
\end{equation}
For $aV\ll1$, $\coth(aV)\approx1/(aV)$ and the slope tends to $1/V$. That is the slope of an ohmic current and holds no information about $d$. For $aV\gg1$ the hyperbolic cotangent tends to one, and $S=a$. Solving Eq.~\eqref{eq:a} for $d$ then gives
\begin{equation}
d=2u\,\frac{kT}{e}\,S
=2(30\,\mathrm{nm})(0.02585\,\mathrm{V})(6\,\mathrm{V^{-1}})
=9.31\,\mathrm{nm}.
\label{eq:result}
\end{equation}
The volts cancel and a length remains. The spacing is about $9.3\,\mathrm{nm}$.

The natural logarithm matters here. The stated slope equals $6/\ln10=2.61$ decades per volt. A slope of 6 decades per volt would give $21.4\,\mathrm{nm}$.

\subsection{The usable voltage range}

The slope exceeds $a$ by 1\% when $\coth y=1.01$, with $y=aV$. Writing $\coth y=(\mathrm{e}^{2y}+1)/(\mathrm{e}^{2y}-1)$ and clearing the fraction gives
\begin{equation}
0.01\,\mathrm{e}^{2y}=2.01,\qquad
y=\tfrac12\ln 201=2.65,\qquad
V=\frac{2.65}{6\,\mathrm{V^{-1}}}=0.44\,\mathrm{V}.
\end{equation}
Above this voltage the finite-voltage error in $d$ is below 1\%. At $0.1\,\mathrm{V}$ the slope is $11.2$ per volt, and inserting it in Eq.~\eqref{eq:result} would give a false spacing of $17.3\,\mathrm{nm}$.

The upper limit of the model follows from $eF<2E_b/d$. For a barrier of $0.30\,\mathrm{eV}$,
\begin{equation}
V<\frac{2E_bu}{e\,d}
=\frac{2(0.30\,\mathrm{V})(30\,\mathrm{nm})}{9.31\,\mathrm{nm}}
=1.93\,\mathrm{V}.
\end{equation}
Switching may come first. A threshold field of $0.5\,\mathrm{MV/cm}$ corresponds to $1.5\,\mathrm{V}$ across this film, which leaves at most a window from about $0.44$ to $1.5\,\mathrm{V}$. Near its upper end the model is doubtful, because at $1.5\,\mathrm{V}$ the remaining barrier is only $0.067\,\mathrm{eV}$, or $2.6\,kT$. At $1\,\mathrm{V}$ the barrier has been lowered by $0.155\,\mathrm{eV}$ and $0.145\,\mathrm{eV}$ remains, between five and six times $kT$.

\section{What the slope measures}

The factor 2 in Eq.~\eqref{eq:result} rests on the position of the barrier top. Now let $W(x)$ be any smooth barrier, with the trap level fixed at $x=0$, and let $x_t$ be the position of the top in the field. There $W'(x_t)=eF$. The forward barrier is $B_+(F)=W(x_t)-eFx_t$, and
\begin{equation}
\frac{dB_+}{dF}=\left[W'(x_t)-eF\right]\frac{dx_t}{dF}-e x_t=-e x_t,
\end{equation}
because the bracket vanishes. When backward hops are negligible, $\ln I=\mathrm{const}-B_+/kT$, and $F=V/u$ gives
\begin{equation}
S=\frac{e\,x_t}{kTu}.
\label{eq:xt}
\end{equation}
With a prefactor independent of voltage, the slope therefore measures the distance from trap to barrier top, here $4.65\,\mathrm{nm}$. It yields a spacing once $x_t=d/2$ is assumed.

\subsection{A rounded barrier}

Take the parabola $W=4E_b(x/d)(1-x/d)$, which also has height $E_b$ at the midpoint. Setting its derivative equal to $eF$ gives
\begin{equation}
\frac{4E_b}{d}\left(1-\frac{2x_t}{d}\right)=eF
\quad\Longrightarrow\quad
x_t=\frac d2\left(1-\frac{eFd}{4E_b}\right).
\end{equation}
The field pulls the top towards the starting trap. For $d=9.31\,\mathrm{nm}$, $E_b=0.30\,\mathrm{eV}$ and $V=1\,\mathrm{V}$, $x_t$ is $3.45\,\mathrm{nm}$ and the slope is $4.45$ per volt. Equation~\eqref{eq:result} would turn that slope into $2x_t=6.90\,\mathrm{nm}$, which is 26\% below the true spacing.

A larger spacing does not restore the slope of 6 at this voltage. At fixed $F$, $x_t$ is largest when
\begin{equation}
\frac{dx_t}{dd}=\frac12-\frac{eFd}{4E_b}=0,
\qquad d=\frac{2E_b}{eF},\qquad x_t=\frac{E_b}{2eF}.
\end{equation}
Equation~\eqref{eq:xt} then bounds the slope by $E_b/(2kTV)$, which is $5.80$ per volt at $1\,\mathrm{V}$.

For a barrier of $0.30\,\mathrm{eV}$ and a constant prefactor, the two shapes differ visibly in the curvature of the plot. Between $0.6$ and $1.2\,\mathrm{V}$, at fixed $d=9.31\,\mathrm{nm}$, the slope for the sharp barrier goes from $6.01$ to $6.00$ per volt, while that for the parabola falls from $5.08$ to $4.14$. A straight line therefore speaks against a parabola of this height, but not against a much higher one: with $E_b=1.0\,\mathrm{eV}$ and a slope of 6 per volt at $0.9\,\mathrm{V}$, the parabola's slope falls only from $6.17$ to $5.84$ per volt over the same range. Nor does a curved plot rule out a fixed midpoint, since a prefactor that depends on voltage also bends it.

\subsection{Attractive Coulomb centres}

If an emptied trap attracts the carrier, two neighbouring centres give $W=\mathrm{const}-C/x-C/(d-x)$, with $C=e^2/(4\pi\varepsilon)$ and $\varepsilon$ the permittivity of the film. The condition for the top is
\begin{equation}
\frac{C}{x_t^2}-\frac{C}{(d-x_t)^2}=eF
\quad\Longrightarrow\quad
x_t<\sqrt{\frac{C}{eF}},
\end{equation}
since the subtracted term is positive. For a relative permittivity of 15 and $V=1\,\mathrm{V}$ the bound on $x_t$ is $1.70\,\mathrm{nm}$. The slope then stays below $2.19$ per volt, if backward hops are negligible. Such centres cannot produce the given slope at $1\,\mathrm{V}$ in this model.

\section{Other corrections at 1 V}

\paragraph{Tunnelling.} Carriers can pass through the sharp barrier at a depth $w$ below its top. Its two flanks have slopes $s_\pm=2E_b/d\pm eF$. Integrating the semiclassical decay constant over both flanks, for carrier mass $m$, gives
\begin{equation}
\Sigma(w)=\frac{\sqrt{2m}}{\hbar}\,\frac23\,w^{3/2}
\left(\frac1{s_-}+\frac1{s_+}\right).
\end{equation}
Weighting the transmission $\mathrm{e}^{-2\Sigma}$ with the Boltzmann factor multiplies the current by
\begin{equation}
g=1+\int_0^{B_+}\frac{dw}{kT}\,\exp\left[\frac{w}{kT}-2\Sigma(w)\right].
\end{equation}
With the free-electron mass, $g=2.7$. Because $1/s_-+1/s_+$ grows with field, $g$ falls as the voltage rises; for this mass the shrinking upper limit $B_+$ has no appreciable effect. The slope drops from $6.0$ to $5.4$ per volt, so Eq.~\eqref{eq:result} would underestimate the spacing by about 10\% in this semiclassical estimate. The exact transmission through the same barrier between flat regions gives $g=2.4$ and a slope of $5.3$ per volt, so the last digits belong to the approximation. A lighter carrier tunnels more easily and lowers the slope further: at one fifth of the free-electron mass the semiclassical slope is $4.6$ per volt.

\paragraph{Unequal gaps.} Let one carrier circulate through three gaps $s_i$ of equal barrier height. At high field, stationarity requires the same current $J=p_ir_i$ through every gap, where $p_i$ is the occupation and $r_i\propto\exp(\alpha_iV)$ the forward rate, with $\alpha_i=es_i/(2kTu)$. From $\sum_i p_i=1$ follows $J=1/\sum_i(1/r_i)$, and
\begin{equation}
\frac{d\ln J}{dV}=\frac{\sum_i\alpha_i\,\mathrm{e}^{-\alpha_iV}}{\sum_i\mathrm{e}^{-\alpha_iV}} .
\end{equation}
The short gaps, which are the slow ones here, carry the greatest weight. Gaps of 8, 10 and $12\,\mathrm{nm}$ give an extracted spacing of $8.6\,\mathrm{nm}$, 14\% below their mean. The sign of this shift belongs to gaps in series on a closed path. If the same gaps belong to separate parallel paths, the currents add, the long gaps dominate, and the extracted spacing is $11.4\,\mathrm{nm}$, 14\% above the mean. In an open chain of three gaps with fixed, equal occupations at the two contacts, the slope returns the first gap the carrier meets.

\paragraph{Temperature and prefactor.} A thermal resistance of $1\,\mathrm{K/\mu W}$ and an unheated current of $1\,\mathrm{\mu A}$ at $1\,\mathrm{V}$ warm the film by about $1\,\mathrm{K}$ and raise the slope to $6.1$ per volt, an error of 2\% in $d$. The error grows quickly with the current: with the same parameters it is 6\% at $1.2\,\mathrm{V}$ and 26\% at $1.5\,\mathrm{V}$, where the film is about $41\,\mathrm{K}$ warmer, so heating narrows the usable window from above. If the film were in fact at $310\,\mathrm{K}$, the same measured slope would mean $9.6\,\mathrm{nm}$. A prefactor varying as $V^p$ would add $p/V$ to the slope. For $p=1$ that is 1 per volt at $1\,\mathrm{V}$, a sixth of the measured value. The attempt rate can also depend on the field. If the carrier moves diffusively over the same sharp barrier, with a constant diffusion coefficient, the slope at $1\,\mathrm{V}$ is about 23\% lower than with a constant attempt rate when the barrier repeats periodically and the carrier also spreads in the pointed wells, and about 12\% lower when the occupation at the trap position is held fixed. The extracted spacing is too small by the same fraction.

\section{The model beside a real cell}

The barrier, permittivity, threshold field, thermal resistance and current used above are rough values for an amorphous phase-change cell of the $\mathrm{Ge_2Sb_2Te_5}$ kind; the free-electron mass is a placeholder. The film holds $u/d=3.2$ hops, so contacts and individual traps may matter, and $d$ is best read as an effective length. An amorphous film has no reason to offer equal gaps or identical barriers. In the examples above, unequal gaps shift the extracted spacing by 14\%, downwards in series and upwards in parallel, and a rounded barrier shifts it down by 26\%. Shifts of this size exceed $1\,\mathrm{nm}$, so neither decimal of $9.31\,\mathrm{nm}$ has physical weight; they serve only to check the arithmetic.

\section{Comparison of the two results}

The scaling estimate is $4.65\,\mathrm{nm}$ and the solution of the model is $9.31\,\mathrm{nm}$. Both are proportional to $uTS$, and they differ by a factor of 2. The estimate let the whole energy $eFd$ act on the rate. In the model the carrier has gained only $eFd/2$ when it reaches the top, so twice the spacing is needed for the same slope. By Eq.~\eqref{eq:xt}, the length found by scaling is the trap-to-top distance, which does not depend on the assumption of a midpoint.

The estimate also assumed that forward hops dominate. Equation~\eqref{eq:slope} shows where this fails: below about $0.44\,\mathrm{V}$ backward hops change the slope by more than 1\%, and neither formula should be applied to the local slope there if that accuracy is wanted. The sinh law was compared with currents from numerically maximized sharp barriers, for spacings of 5, 7, 9.3 and $11\,\mathrm{nm}$ and voltages from $0.1$ to $1.2\,\mathrm{V}$. The largest relative difference was $8.5\times10^{-8}$, as the numerical output records.

\section*{Computed results}
\begin{verbatim}
thickness: 30.0 nm; temperature: 300 K
measured slope d(ln I)/dV: 6.00 1/V
thermal voltage kT/e: 25.852 mV
trap-to-top distance: 4.653 nm
extracted spacing: 9.307 nm
slope in decades: 2.606 decades/V
spacing if 6 were decades/V: 21.43 nm
worst relative error, sinh law: 8.5e-08
worst relative error, slope law: 3.3e-05
recomputed slope at 1 V: 6.0001 1/V
slope at 0.1 V: 11.17 1/V
false spacing from slope at 0.1 V: 17.33 nm
voltage where slope excess is 1%: 0.442 V
number of hops u/d: 3.22
assumed barrier: 0.30 eV
field at 1 V: 0.333 MV/cm
barrier lowering at 1 V: 0.1551 eV
forward barrier left at 1 V: 0.1449 eV
voltage limit of midpoint top: 1.934 V
assumed threshold field: 0.50 MV/cm
threshold voltage from it: 1.50 V
sharp barrier slope at 0.6 V: 6.009 1/V
sharp barrier slope at 1.2 V: 6.000 1/V
parabolic barrier slope at 0.6 V: 5.078 1/V
parabolic barrier slope at 1.0 V: 4.449 1/V
parabolic barrier slope at 1.2 V: 4.139 1/V
parabolic trap-to-top distance at 1 V: 3.450 nm
parabolic slope bound at 1 V: 5.802 1/V
largest parabolic slope in scan, 1 V: 5.802 1/V
assumed relative permittivity: 15.0
Coulomb trap-to-top bound at 1 V: 1.697 nm
Coulomb slope bound at 1 V: 2.188 1/V
largest Coulomb slope in scan, 1 V: 2.186 1/V
tunnelling current factor at 1 V: 2.663
slope with tunnelling at 1 V: 5.415 1/V
uneven gaps: (8.0, 10.0, 12.0) nm, mean 10.0 nm
uneven-gap slope at 1 V: 5.565 1/V
spacing extracted from uneven gaps: 8.632 nm
assumed thermal resistance: 1.0 K/uW
assumed unheated current at 1 V: 1.0 uA
self-heating at 1 V: 1.019 K
slope with self-heating at 1 V: 6.114 1/V
spacing if film were at 310 K: 9.617 nm
\end{verbatim}
